# Does an electric field drift neutral copper through a dielectric?: a program that tests the result

```python
"""
Result under test: a uniform field gives no drift to neutral copper in a uniform
dielectric. Neutral copper moves on average only down a concentration gradient;
Cu+ drifts with v = 2 a k0 sinh(q E a / 2 kT).
Symbols: a hop length, k0 zero-field hop rate in each direction, D = a^2 k0,
E field, q ion charge, kT thermal energy, L film thickness, c0 source concentration,
alpha polarizability. Atomic calculations use atomic units and free Cu or Cu+.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from pyscf import gto, scf

# ---------- Free atom and ion in an external field ----------
basis = list(gto.basis.load("def2-tzvp", "Cu"))
p_min = min(prim[0] for shell in basis if shell[0] == 1 for prim in shell[1:])
basis += [[1, [p_min / 3, 1.0]], [1, [p_min / 9, 1.0]]]


def solve_copper(charge, position=0.0, field=0.0, gradient=0.0, guess=None):
    """UHF in E_z = field + gradient*z, with a divergence-free external field."""
    mol = gto.M(atom=[["Cu", (0.0, 0.0, position)]], unit="Bohr",
                basis={"Cu": basis}, charge=charge, spin=1 - charge, verbose=0)
    z = mol.intor("int1e_r")[2]
    rr = mol.intor("int1e_rr").reshape(3, 3, mol.nao, mol.nao)
    potential = field * z + gradient * (rr[2, 2] / 2 - (rr[0, 0] + rr[1, 1]) / 4)
    mf = scf.UHF(mol)
    hcore = mf.get_hcore() + potential
    mf.get_hcore = lambda *args: hcore
    mf.conv_tol = 1e-9
    mf.conv_tol_grad = 1e-6
    mf.max_cycle = 200
    electronic = mf.kernel(dm0=guess)
    assert mf.converged
    nuclear = -29 * (field * position + gradient * position**2 / 2)
    density = mf.make_rdm1()
    total_density = density[0] + density[1]
    dipole = 29 * position - np.einsum("ij,ji", total_density, z)
    second = [np.einsum("ij,ji", total_density, rr[i, i]) for i in range(3)]
    return electronic + nuclear, density, dipole, second, mf


ion_energy, ion_density, _, _, ion_mf = solve_copper(1)
orbitals = ion_mf.mo_coeff[0]
guess = np.array([orbitals[:, :n] @ orbitals[:, :n].T for n in (15, 14)])
atom_energy, atom_density, atom_dipole, second, atom_mf = solve_copper(0, guess=guess)
assert abs(atom_mf.spin_square()[0] - 0.75) < 0.01
assert abs(atom_dipole) < 1e-4
assert abs(second[0] - second[2]) < 1e-2 * second[2]   # spherical 3d10 4s1 state
ionization_eV = (ion_energy - atom_energy) * const.value("Hartree energy in eV")

test_field, shift = 0.001, 2.0
atom_0 = solve_copper(0, 0, test_field, guess=atom_density)
atom_1 = solve_copper(0, shift, test_field, guess=atom_density)
ion_0 = solve_copper(1, 0, test_field, guess=ion_density)
ion_1 = solve_copper(1, shift, test_field, guess=ion_density)
atom_force = -(atom_1[0] - atom_0[0]) / (shift * test_field)
ion_force = -(ion_1[0] - ion_0[0]) / (shift * test_field)
assert abs(atom_force) < 1e-5
assert abs(ion_force - 1) < 1e-5

alpha = atom_0[2] / test_field
alpha_energy = -2 * (atom_0[0] - atom_energy) / test_field**2
assert abs(alpha_energy / alpha - 1) < 0.01
test_gradient = 2e-5
left = solve_copper(0, -1, test_field, test_gradient, atom_density)[0]
right = solve_copper(0, 1, test_field, test_gradient, atom_density)[0]
gradient_force = -(right - left) / 2
gradient_prediction = alpha * test_field * test_gradient
# The tolerance allows for nonlinear response to the finite field gradient.
assert abs(gradient_force / gradient_prediction - 1) < 0.03

# ---------- Stationary motion in a continuous periodic landscape ----------
points = 151
x = np.arange(points) / points
difference = np.subtract.outer(np.arange(points), np.arange(points))
derivative = np.zeros((points, points))
off = difference != 0
derivative[off] = (np.pi * (-1.0) ** difference[off]
                   / np.sin(np.pi * difference[off] / points))


def landscape_velocity(energy, tilt):
    """Velocity for energy/kT, unit period and unit bare diffusion coefficient."""
    system = np.zeros((points + 1, points + 1))
    system[:-1, :-1] = derivative + np.diag(derivative @ energy - tilt)
    system[:-1, -1] = 1
    system[-1, :-1] = 1 / points
    rhs = np.zeros(points + 1)
    rhs[-1] = 1
    return np.linalg.solve(system, rhs)[-1]


asymmetric = 2 * np.sin(2*np.pi*x) + 0.8 * np.sin(4*np.pi*x + 0.5)
polarized = asymmetric + 0.3 * np.cos(2*np.pi*x + 0.2)
neutral_landscape_v = landscape_velocity(polarized, 0)
ion_landscape_v = landscape_velocity(polarized, 1)
assert abs(neutral_landscape_v) < 1e-9
assert ion_landscape_v > 1e-3

high_barrier = 8 * (1 - np.cos(2*np.pi*x))
landscape_D = 1 / (np.mean(np.exp(high_barrier)) * np.mean(np.exp(-high_barrier)))
einstein_ratio = landscape_velocity(high_barrier, 0.01) / (0.01 * landscape_D)
sinh_ratio = landscape_velocity(high_barrier, 2) / (2 * landscape_D * np.sinh(1))
assert abs(einstein_ratio - 1) < 1e-3
# A finite barrier is slightly reshaped by the tilt, beyond the simple hop law.
assert abs(sinh_ratio - 1) < 0.025

# ---------- Worked film: lengths in nm, energies in eV, times in s ----------
temperature, field_MVcm, thickness = 450.0, 1.0, 100.0
hop, barrier, attempt = 0.4, 1.0, 1e13
source, permittivity = 1e15, 2.7
kT = const.k * temperature / const.e
field_Vnm = 0.1 * field_MVcm
voltage = field_Vnm * thickness
sites = round(thickness / hop)
k0 = attempt * np.exp(-barrier / kT)
D = hop**2 * k0
half_work = field_Vnm * hop / (2*kT)
velocity = 2 * hop * k0 * np.sinh(half_work)
linear_velocity = D * field_Vnm / kT


def hop_rates(charge, electric_field):
    half_drop = charge * electric_field * hop / 2
    return (attempt * np.exp(-(barrier - half_drop) / kT),
            attempt * np.exp(-(barrier + half_drop) / kT))


def generator(forward, backward, count):
    matrix = np.zeros((count, count))
    for i in range(count - 1):
        matrix[i+1, i] += forward
        matrix[i, i] -= forward
        matrix[i, i+1] += backward
        matrix[i+1, i+1] -= backward
    return matrix


def packet_moments(probability, start):
    displacement = hop * (np.arange(len(probability)) - start)
    mean = probability @ displacement
    return mean, probability @ displacement**2 - mean**2


count, start, duration = 251, 90, 1.0
neutral_generator = generator(*hop_rates(0, field_Vnm), count)
ion_generator = generator(*hop_rates(1, field_Vnm), count)
neutral_mean, neutral_var = packet_moments(
    expm(neutral_generator * duration)[:, start], start)
ion_mean, ion_var = packet_moments(expm(ion_generator * duration)[:, start], start)
assert abs(neutral_mean) < 1e-6
assert abs(neutral_var / (2*D*duration) - 1) < 1e-6
assert abs(ion_mean / (velocity*duration) - 1) < 1e-6
assert abs(ion_var / (2*D*np.cosh(half_work)*duration) - 1) < 1e-6

oxidation, reduction = 2.0, 8.0
fraction = oxidation / (oxidation + reduction)
identity = np.eye(count)
exchange = np.block([[neutral_generator - oxidation*identity, reduction*identity],
                     [oxidation*identity, ion_generator - reduction*identity]])
initial = np.zeros(2*count)
initial[start], initial[count+start] = 1-fraction, fraction
mixed = expm(exchange*duration) @ initial
mixed_mean, _ = packet_moments(mixed[:count] + mixed[count:], start)
assert abs(mixed_mean / (fraction*velocity*duration) - 1) < 1e-6


def chain_flux(charge, bias):
    """Steady flux per unit source concentration, in nm/s, from site balances."""
    forward, backward = hop_rates(charge, bias/thickness)
    size = sites - 1
    matrix = (np.diag(np.full(size, forward+backward))
              - np.diag(np.full(size-1, forward), -1)
              - np.diag(np.full(size-1, backward), 1))
    rhs = np.zeros(size)
    rhs[0] = forward
    concentration = np.linalg.solve(matrix, rhs)
    return hop * forward * concentration[-1]


def formula_flux(bias):
    speed = 2*hop*k0*np.sinh(bias*hop/(2*thickness*kT))
    return speed / (-np.expm1(-bias/kT))


small_bias = 0.1
neutral_flux = chain_flux(0, voltage)
ion_flux = chain_flux(1, voltage)
forward_flux = chain_flux(1, small_bias)
reverse_flux = chain_flux(1, -small_bias)
assert abs(neutral_flux / (D/thickness) - 1) < 1e-8
assert abs(chain_flux(0, -voltage) / neutral_flux - 1) < 1e-8
for bias, computed in [(voltage, ion_flux), (small_bias, forward_flux),
                       (-small_bias, reverse_flux)]:
    assert abs(computed / formula_flux(bias) - 1) < 1e-8
assert abs(reverse_flux/forward_flux / np.exp(-small_bias/kT) - 1) < 1e-8

to_flux = source * 1e-7                     # nm/s to cm/s, times cm^-3
space_field = (const.e * source*1e6 * thickness*1e-9
               / (permittivity*const.epsilon_0)) / 1e8
assert space_field < 0.02 * field_MVcm
field_au = field_MVcm*1e8 / const.value("atomic unit of electric field")
polarization_eV = alpha*field_au**2/2 * const.value("Hartree energy in eV")
variation_length = 10.0
length_au = variation_length*1e-9 / const.value("Bohr radius")
force_ratio = alpha*field_au/length_au
local_factor = np.sqrt(kT/polarization_eV)
assert polarization_eV < 0.01*kT and force_ratio < 0.01

print("FREE ATOM AND ION, UHF")
print(f"Force on Cu / (eE): {abs(atom_force):.5f}")
print(f"Force on Cu+ / (eE): {ion_force:.5f}")
print(f"Cu polarizability: {alpha:.1f} atomic units")
print(f"Polarizability from energy: {alpha_energy:.1f} atomic units")
print(f"Gradient force, computed/predicted: {gradient_force/gradient_prediction:.4f}")
print(f"Free Cu ionization energy: {ionization_eV:.2f} eV")
print(f"Polarization energy at example field: {polarization_eV:.2e} eV")
print(f"Field multiplier for polarization energy = kT: {local_factor:.1f}")
print(f"Field variation length for force estimate: {variation_length:.0f} nm")
print(f"Neutral gradient force / ion force: {force_ratio:.2e}")
print("CONTINUOUS LANDSCAPE")
print(f"Neutral velocity, reduced units: {abs(neutral_landscape_v):.1e}")
print(f"Tilted-landscape velocity, reduced units: {ion_landscape_v:.4f}")
print(f"Weak-field velocity / Einstein prediction: {einstein_ratio:.5f}")
print(f"Strong-tilt velocity / sinh prediction: {sinh_ratio:.4f}")
print("MODEL FILM INPUTS")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Field: {field_MVcm:.1f} MV/cm; voltage: {voltage:.1f} V")
print(f"Thickness: {thickness:.0f} nm; hop length: {hop:.1f} nm; hops: {sites}")
print(f"Barrier: {barrier:.1f} eV; attempt frequency: {attempt:.1e} s^-1")
print(f"Source concentration: {source:.1e} cm^-3")
print(f"Relative permittivity: {permittivity:.1f}")
print("MODEL FILM RESULTS")
print(f"Zero-field hop rate, each direction: {k0:.2f} s^-1")
print(f"Diffusion coefficient: {D:.3f} nm^2/s = {D*1e-14:.3e} cm^2/s")
print(f"Field work per hop: {field_Vnm*hop:.3f} eV")
print(f"Half work / kT: {half_work:.4f}; its sinh: {np.sinh(half_work):.4f}")
print(f"Ion drift velocity: {velocity:.3f} nm/s")
print(f"Linear-law ion velocity: {linear_velocity:.3f} nm/s")
print(f"Ion drift time L/v: {thickness/velocity:.3f} s")
print(f"Neutral diffusion time L^2/(2D): {thickness**2/(2*D):.1f} s")
print(f"Packet time: {duration:.1f} s")
print(f"Neutral packet mean: {abs(neutral_mean):.4f} nm; rms width: {neutral_var**0.5:.3f} nm")
print(f"Ion packet mean: {ion_mean:.3f} nm; rms width: {ion_var**0.5:.3f} nm")
print(f"Oxidation rate: {oxidation:.1f} s^-1; reduction rate: {reduction:.1f} s^-1")
print(f"Ionized fraction: {fraction:.2f}; mixed packet mean: {mixed_mean:.3f} nm")
print(f"Neutral steady flux: {neutral_flux*to_flux:.3e} cm^-2 s^-1")
print(f"Ion steady flux: {ion_flux*to_flux:.3e} cm^-2 s^-1")
print(f"Ion/neutral flux ratio: {ion_flux/neutral_flux:.1f}")
print(f"Space-charge field scale: {space_field:.5f} MV/cm")
print(f"Small comparison bias: {small_bias:.1f} V; qV/kT: {small_bias/kT:.4f}")
print(f"Small-bias forward ion flux: {forward_flux*to_flux:.3e} cm^-2 s^-1")
print(f"Small-bias reverse ion flux: {reverse_flux*to_flux:.3e} cm^-2 s^-1")
print(f"Small-bias reverse/forward ratio: {reverse_flux/forward_flux:.5f}")
print("success")
```

It prints:

```
FREE ATOM AND ION, UHF
Force on Cu / (eE): 0.00000
Force on Cu+ / (eE): 1.00000
Cu polarizability: 75.9 atomic units
Polarizability from energy: 75.9 atomic units
Gradient force, computed/predicted: 0.9986
Free Cu ionization energy: 6.44 eV
Polarization energy at example field: 3.91e-05 eV
Field multiplier for polarization energy = kT: 31.5
Field variation length for force estimate: 10 nm
Neutral gradient force / ion force: 7.81e-05
CONTINUOUS LANDSCAPE
Neutral velocity, reduced units: 9.8e-15
Tilted-landscape velocity, reduced units: 0.1437
Weak-field velocity / Einstein prediction: 1.00000
Strong-tilt velocity / sinh prediction: 0.9865
MODEL FILM INPUTS
Temperature: 450 K; kT: 0.03878 eV
Field: 1.0 MV/cm; voltage: 10.0 V
Thickness: 100 nm; hop length: 0.4 nm; hops: 250
Barrier: 1.0 eV; attempt frequency: 1.0e+13 s^-1
Source concentration: 1.0e+15 cm^-3
Relative permittivity: 2.7
MODEL FILM RESULTS
Zero-field hop rate, each direction: 63.17 s^-1
Diffusion coefficient: 10.107 nm^2/s = 1.011e-13 cm^2/s
Field work per hop: 0.040 eV
Half work / kT: 0.5158; its sinh: 0.5389
Ion drift velocity: 27.234 nm/s
Linear-law ion velocity: 26.063 nm/s
Ion drift time L/v: 3.672 s
Neutral diffusion time L^2/(2D): 494.7 s
Packet time: 1.0 s
Neutral packet mean: 0.0000 nm; rms width: 4.496 nm
Ion packet mean: 27.234 nm; rms width: 4.792 nm
Oxidation rate: 2.0 s^-1; reduction rate: 8.0 s^-1
Ionized fraction: 0.20; mixed packet mean: 5.447 nm
Neutral steady flux: 1.011e+07 cm^-2 s^-1
Ion steady flux: 2.723e+09 cm^-2 s^-1
Ion/neutral flux ratio: 269.5
Space-charge field scale: 0.00670 MV/cm
Small comparison bias: 0.1 V; qV/kT: 2.5788
Small-bias forward ion flux: 2.820e+07 cm^-2 s^-1
Small-bias reverse ion flux: 2.140e+06 cm^-2 s^-1
Small-bias reverse/forward ratio: 0.07587
success
```
